**Landau straggling: universal density and direct transport solution**

For a single-loss spectrum k/T², the total loss D has density phi(lam)/xi, with xi = kx and lam = D/xi − ln(xi/eps) − 1 + gamma_E. Here x is the thickness, eps is the energy defined by the mean of the small losses, and phi is the inverse Laplace transform of exp(u ln u). The program asserts the spin factor from explicit Dirac spinors, the energy spectrum from the angular cross section, and the small-p Laplace exponent from quadrature. It also asserts the mode −0.223, the width 4.02, both tails and the logarithmic growth of the truncated mean. A separate solution of the transport equation in energy space, made without Laplace transforms, is compared with the Landau density at two thicknesses. The output shows a most probable loss of 1893 hartree from transport and 1889 hartree from the Landau formula, while the mean is 2530 hartree. A Gaussian broadening due to the small losses accounts for most of the remaining difference in mode and width.

## Numerical check

```python
"""Energy-loss straggling with a 1/T^2 spectrum: the Landau distribution.

Result under test: for the transport equation
    df/dx = integral w(T) [f(x, D-T) - f(x, D)] dT,   w = k/T^2 at large T,
the loss density is f = phi(lam)/xi with xi = k x and
    lam = D/xi - ln(xi/eps) - 1 + gamma_E,
    phi(lam) = inverse Laplace transform of exp(u ln u).
phi has mode -0.223, full width at half maximum 4.02 and no finite mean.

D: total loss, T: single loss, eps: energy defined by the restricted mean
loss xi ln(T1/eps), Tmax: largest single loss. Hartree atomic units.
The model spectrum has a line at E0 giving a mean loss a*xi, and the
tree-level Coulomb spectrum between E0 and Tmax.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.signal import fftconvolve

EULER = np.euler_gamma
HARTREE_KEV = const.physical_constants["Hartree energy in eV"][0] / 1000
BOHR_UM = const.physical_constants["Bohr radius"][0] * 1e6
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def gauss_rule(low, high):
    half = (high - low) / 2
    return low + half * (NODES + 1), half * WEIGHTS


def phi_axis(lam, s2=0.0, derivative=False):
    """Density from the imaginary axis; s2 adds a Gaussian variance."""
    r, w = gauss_rule(0.0, 5.0)
    y = r**2
    damp = 2 * r * w * np.exp(-np.pi * y / 2 - s2 * y**2 / 2) / np.pi
    phase = y * np.log(y) + np.multiply.outer(lam, y)
    if derivative:
        return -np.sin(phase) @ (damp * y)
    return np.cos(phase) @ damp


def phi_cut(lam):
    """Density from the contour folded round the negative axis, lam >= 0."""
    lam = np.atleast_1d(np.asarray(lam, dtype=float))[:, None]
    r, w = gauss_rule(0.0, 1.0)
    top = 20 / (1 + lam / 2)
    t = top * r**2
    values = np.exp(-t * np.log(t) - lam * t) * np.sin(np.pi * t)
    return (values * 2 * r * top) @ w / np.pi


def shape(s2=0.0):
    """Mode, peak height and the two half-height points."""
    mode = brentq(lambda q: phi_axis(q, s2, True), -1.0, 1.0)
    peak = phi_axis(mode, s2)
    left = brentq(lambda q: phi_axis(q, s2) - peak / 2, -3.5, mode)
    right = brentq(lambda q: phi_axis(q, s2) - peak / 2, mode, 8.0)
    return mode, peak, left, right


# ---- parameters of the worked example
z, v, n_e, x = 1.0, 100.0, 0.1, 2.0e6
E0, a = 1.0, 10.0
c = 1 / const.fine_structure
beta = v / c
gam = 1 / np.sqrt(1 - beta**2)
Tmax = 2 * gam**2 * v**2
xi = 2 * np.pi * n_e * z**2 * x / v**2
eps = E0 * np.exp(-a)

# ---- spin factor from explicit Dirac spinors (electron mass = c = 1)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def spinors(momentum):
    energy = np.sqrt(1 + momentum @ momentum)
    lower = np.einsum("i,ijk->jk", momentum, pauli) / (energy + 1)
    return np.sqrt(energy + 1) * np.vstack([np.eye(2), lower])


p_rel = gam * beta
for theta in (0.4, 1.5, 2.9):
    u_in = spinors(p_rel * np.array([0.0, 0.0, 1.0]))
    u_out = spinors(p_rel * np.array([np.sin(theta), 0.0, np.cos(theta)]))
    spin_sum = np.sum(abs(u_out.conj().T @ u_in)**2) / 2 / (2 * gam)**2
    assert abs(spin_sum - (1 - beta**2 * np.sin(theta / 2)**2)) < 1e-12


# ---- energy spectrum from the angular cross section and a Lorentz boost
def boosted_transfer(theta):
    energy, p_parallel = gam * c**2, -gam * v * np.cos(theta)
    return gam * (energy + v * p_parallel) - c**2


def angular(theta):
    q2 = (2 * gam * v * np.sin(theta / 2))**2
    spin = 1 - beta**2 * np.sin(theta / 2)**2
    born = (gam / (2 * np.pi))**2 * (4 * np.pi * z / q2)**2 * spin
    return born * 2 * np.pi * np.sin(theta)


for theta in (0.3, 1.2):
    T1 = boosted_transfer(theta)
    sigma_angle = quad(angular, theta, np.pi, epsabs=0, epsrel=1e-10)[0]
    sigma_energy = quad(lambda T: 2 * np.pi * z**2 / (v * T)**2
                        * (1 - beta**2 * T / Tmax), T1, Tmax,
                        epsabs=0, epsrel=1e-10)[0]
    assert abs(sigma_angle / sigma_energy - 1) < 1e-7

# ---- Laplace exponent of the model spectrum against its small-p form
for p in (0.01, 0.003):
    tail = quad(lambda s: -np.expm1(-p * E0 * np.exp(s)) * np.exp(-s) / E0,
                0, 40, epsabs=1e-14, epsrel=1e-11, limit=300)[0]
    exact_exponent = -a / E0 * np.expm1(-p * E0) + tail
    landau_exponent = p * (1 - EULER - np.log(p * eps))
    next_term = -(a - 1) * E0 * p**2 / 2
    assert abs(exact_exponent / landau_exponent - 1) < 0.01
    assert abs((exact_exponent - landau_exponent) / next_term - 1) < 0.01

# ---- the universal density
test_lam = np.array([0.0, 1.0, 3.0, 8.0])
assert np.max(abs(phi_axis(test_lam) - phi_cut(test_lam))) < 1e-9
mode, peak, left, right = shape()
width = right - left
assert abs(mode + 0.223) < 5e-4 and abs(width - 4.02) < 5e-3
slopes = phi_axis(np.linspace(-3.5, 10, 600), derivative=True)
assert np.sum(np.diff(np.sign(slopes)) != 0) == 1
assert np.all(np.diff(phi_cut(np.geomspace(10, 1e4, 300))) < 0)

u0 = np.exp(2.0)
saddle = np.sqrt(u0 / (2 * np.pi)) * np.exp(-u0)
phi_left = phi_axis(-3.0)
assert abs(phi_left / saddle - 1) < 1 / (12 * u0)
tail_ratio = {q: phi_cut(q)[0] * q**2 for q in (100.0, 1000.0)}
two_terms = 1 + (2 * np.log(1000.0) - 3 + 2 * EULER) / 1000
assert abs(tail_ratio[1000.0] - two_terms) < 5e-4


def truncated_moments(L):
    q1, w1 = gauss_rule(-5.0, 5.0)
    s, w2 = gauss_rule(np.log(5.0), np.log(L))
    q2 = np.exp(s)
    f1, f2 = phi_axis(q1) * w1, phi_cut(q2) * q2 * w2
    return f1.sum() + f2.sum(), f1 @ q1 + f2 @ q2


moments = {}
for L in (1e2, 1e3, 1e4):
    area, first = truncated_moments(L)
    moments[L] = (area, first, np.log(L) - 1 + EULER)
    assert abs(area - (1 - 1 / L)) < 3 * np.log(L) / L**2
    assert abs(first - moments[L][2]) < 3 * np.log(L) / L

# ---- direct solution of the transport equation in energy space
h, size, doublings = 0.125, 64000, 20
grid = h * np.arange(size)


def primitive(T):
    return 1 / T + beta**2 / Tmax * np.log(T)


rate = (primitive(np.maximum(grid - h / 2, E0))
        - primitive(np.maximum(grid + h / 2, E0)))
rate[round(E0 / h)] += a / E0
total_rate = a / E0 + primitive(E0) - primitive(Tmax)
thin = xi / 2**doublings
term = np.zeros(size)
term[0] = 1.0
f = term.copy()
for order in (1, 2, 3):
    gain = fftconvolve(rate, term)[:size]
    term = (gain - total_rate * term) * thin / order
    f = f + term
for k in range(doublings):
    f_half = f
    f = fftconvolve(f, f)[:size]


def measured_shape(prob):
    """Most probable loss and full width at half maximum, in hartree."""
    energy, dens = grid[::32], prob[::32] / h
    curve = CubicSpline(energy, dens)
    i = int(np.argmax(dens))
    top = brentq(curve.derivative(), energy[i - 1], energy[i + 1])
    level = curve(top) / 2
    above = np.flatnonzero(dens > level)
    i1, i2 = above[0], above[-1]
    e1 = brentq(lambda e: curve(e) - level, energy[i1 - 1], energy[i1])
    e2 = brentq(lambda e: curve(e) - level, energy[i2], energy[i2 + 1])
    return top, e2 - e1


rows = []
for label, thickness_xi, prob in (("x/2", xi / 2, f_half), ("x", xi, f)):
    top, fwhm = measured_shape(prob)
    lam_top = top / thickness_xi - np.log(thickness_xi / eps) - 1 + EULER
    s2 = (a - 1) * E0 / thickness_xi
    m2, _, l2, r2 = shape(s2)
    landau_top = thickness_xi * (np.log(thickness_xi / eps)
                                 + 1 - EULER + mode)
    assert abs(lam_top - m2) < 0.015
    assert abs(fwhm / thickness_xi - (r2 - l2)) < 0.02
    assert abs(lam_top - m2) < abs(lam_top - mode)
    assert abs(top / landau_top - 1) < 0.01
    rows.append((label, thickness_xi, top, landau_top, fwhm, lam_top,
                 m2, r2 - l2, s2))
assert rows[1][2] > 2 * rows[0][2]

# ---- finite mean of the physical spectrum
mean = xi * (a + np.log(Tmax / E0) - beta**2 * (1 - E0 / Tmax))
mean_tail = quad(lambda s: 1 - beta**2 * np.exp(s) / Tmax,
                 np.log(E0), np.log(Tmax))[0]
assert abs(mean / (xi * (a + mean_tail)) - 1) < 1e-9
prob_above_mean = 1 - f[grid <= mean].sum()

print(f"charge z = {z:.0f}, speed v = {v:.0f} a.u., beta = {beta:.4f}")
print(f"Lorentz factor = {gam:.4f}")
print(f"electron density = {n_e} per bohr^3")
print(f"thickness x = {x:.1e} bohr = {x * BOHR_UM:.1f} micrometre")
print(f"line energy E0 = {E0:.1f} hartree, line strength a = {a:.0f}")
print(f"largest transfer Tmax = {Tmax:.0f} hartree")
print(f"xi = {xi:.2f} hartree = {xi * HARTREE_KEV:.3f} keV")
print(f"xi/Tmax = {xi / Tmax:.5f}")
print(f"eps = {eps:.3e} hartree, ln(xi/eps) = {np.log(xi / eps):.4f}")
print(f"Landau mode lambda = {mode:.5f}, peak height = {peak:.5f}")
print(f"half-height points = {left:.4f} and {right:.4f}")
print(f"Landau full width at half maximum = {width:.4f}")
print(f"1 - gamma_E + mode = {1 - EULER + mode:.5f}")
print(f"phi(-3) = {phi_left:.4e}, saddle estimate = {saddle:.4e}")
for q, ratio in tail_ratio.items():
    print(f"lambda^2 phi at lambda = {q:.0f}: {ratio:.5f}")
for L, (area, first, law) in moments.items():
    print(f"cut L = {L:.0f}: area {area:.5f}, first moment {first:.4f}, "
          f"ln L - 1 + gamma_E = {law:.4f}")
for (label, t_xi, top, landau_top, fwhm, lam_top, m2, w2, s2) in rows:
    print(f"thickness {label}: xi = {t_xi:.2f} hartree, s^2 = {s2:.4f}")
    print(f"  most probable loss, transport = {top:.1f} hartree")
    print(f"  most probable loss, Landau = {landau_top:.1f} hartree")
    print(f"  width, transport = {fwhm:.1f} hartree")
    print(f"  width, Landau = {width * t_xi:.1f} hartree")
    print(f"  mode in lambda: transport {lam_top:.4f}, broadened {m2:.4f}")
    print(f"  width/xi: transport {fwhm / t_xi:.4f}, broadened {w2:.4f}")
print(f"ratio of most probable losses x to x/2 = "
      f"{rows[1][2] / rows[0][2]:.4f}")
print(f"most probable loss at x, Landau = "
      f"{rows[1][3] * HARTREE_KEV:.2f} keV")
print(f"Landau width at x = {width * xi * HARTREE_KEV:.2f} keV")
print(f"mean loss at x = {mean:.1f} hartree = {mean * HARTREE_KEV:.2f} keV")
print(f"probability of a loss above the mean = {prob_above_mean:.4f}")
print("checks complete")
```

Output:

```
charge z = 1, speed v = 100 a.u., beta = 0.7297
Lorentz factor = 1.4626
electron density = 0.1 per bohr^3
thickness x = 2.0e+06 bohr = 105.8 micrometre
line energy E0 = 1.0 hartree, line strength a = 10
largest transfer Tmax = 42782 hartree
xi = 125.66 hartree = 3.419 keV
xi/Tmax = 0.00294
eps = 4.540e-05 hartree, ln(xi/eps) = 14.8336
Landau mode lambda = -0.22278, peak height = 0.18066
half-height points = -1.5865 and 2.4321
Landau full width at half maximum = 4.0186
1 - gamma_E + mode = 0.20000
phi(-3) = 6.7373e-04, saddle estimate = 6.7016e-04
lambda^2 phi at lambda = 100: 1.07611
lambda^2 phi at lambda = 1000: 1.01206
cut L = 100: area 0.98957, first moment 4.0869, ln L - 1 + gamma_E = 4.1824
cut L = 1000: area 0.99899, first moment 6.4709, ln L - 1 + gamma_E = 6.4850
cut L = 10000: area 0.99990, first moment 8.7857, ln L - 1 + gamma_E = 8.7876
thickness x/2: xi = 62.83 hartree, s^2 = 0.1432
  most probable loss, transport = 905.4 hartree
  most probable loss, Landau = 901.0 hartree
  width, transport = 260.9 hartree
  width, Landau = 252.5 hartree
  mode in lambda: transport -0.1535, broadened -0.1508
  width/xi: transport 4.1521, broadened 4.1559
thickness x: xi = 125.66 hartree, s^2 = 0.0716
  most probable loss, transport = 1893.3 hartree
  most probable loss, Landau = 1889.2 hartree
  width, transport = 512.4 hartree
  width, Landau = 505.0 hartree
  mode in lambda: transport -0.1899, broadened -0.1856
  width/xi: transport 4.0772, broadened 4.0871
ratio of most probable losses x to x/2 = 2.0911
most probable loss at x, Landau = 51.41 keV
Landau width at x = 13.74 keV
mean loss at x = 2529.8 hartree = 68.84 keV
probability of a loss above the mean = 0.2246
checks complete
```
